# Stretched Laguerre basis for anisotropic donors: convergence of silicon 1s and 2p: test program

```python
# RESULT UNDER TEST: a stretched spherical-harmonic/Laguerre basis, separated
# by parity and axial angular momentum m, converges to the 1s, 2p0 and 2p+-
# levels of the one-valley anisotropic donor
#     H = -d2/dx2 - d2/dy2 - gamma d2/dz2 - 2/r .
# Energies are in Ry* = m_t/(2 eps^2) hartree, lengths in a* = eps/m_t bohr.
# gamma = m_t/m_l; z = stretch*z'; alpha = radial exponent;
# lmax = largest l; degree = highest power of r' multiplying exp(-alpha r').
# Independent roads: Cartesian quadrature, anisotropic Gaussians, hydrogen.
import numpy as np
from math import sqrt, asin, pi
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import gammaln
from scipy.constants import physical_constants

X_NODE, X_WEIGHT = np.polynomial.laguerre.laggauss(32)
C_NODE, C_WEIGHT = np.polynomial.legendre.leggauss(80)


def relaxed(l):
    return min(l, 1)


def hydrogenic(l):
    return l


def ladder_factor(l, m):
    return sqrt((l*l - m*m)/(4*l*l - 1)) if l > m else 0.0


def laguerre(count, a, x):
    values = np.zeros((count, len(x)))
    if count > 0:
        values[0] = 1.0
    if count > 1:
        values[1] = 1 + a - x
    for k in range(1, count - 1):
        values[k+1] = ((2*k + 1 + a - x)*values[k]
                       - (k + a)*values[k-1])/(k + 1)
    return values


def radial(q, count, x):
    """R, dR/dr and R/r for alpha=1, x=2r, without the factor exp(-x/2)."""
    k = np.arange(count)[:, None]
    a = 2*q + 2
    norm = np.exp(0.5*(np.log(8.0) + gammaln(k + 1) - gammaln(k + a + 1)))
    poly = laguerre(count, a, x)
    dpoly = np.zeros_like(poly)
    dpoly[1:] = -laguerre(count - 1, a + 1, x)
    value = norm*x**q*poly
    slope = 2*norm*x**q*((q/x - 0.5)*poly + dpoly)
    return value, slope, 2*value/x


def angular_coulomb(m, channels, stretch):
    """Matrix of 1/sqrt(1-(1-stretch^2)cos^2) between polar functions."""
    first = (1 - C_NODE**2)**(m/2)
    theta = {m: first/np.sqrt(np.sum(C_WEIGHT*first**2))}
    for l in range(m, max(channels)):
        lower = theta[l-1] if l > m else 0.0
        theta[l+1] = (C_NODE*theta[l] - ladder_factor(l, m)*lower
                      )/ladder_factor(l+1, m)
    rows = np.array([theta[l] for l in channels])
    factor = C_WEIGHT/np.sqrt(1 - (1 - stretch**2)*C_NODE**2)
    return (rows*factor) @ rows.T


def assemble(gamma, stretch, m, parity, lmax, degree, start=relaxed):
    """Kinetic and potential matrices at alpha=1 and the (l,k) labels."""
    channels = [l for l in range(m, lmax + 1)
                if l % 2 == parity and start(l) <= degree]
    coulomb = angular_coulomb(m, channels, stretch)
    tau = gamma/stretch**2
    root_weight = np.sqrt(X_WEIGHT*(X_NODE/2)**2/2)
    data, labels, first = {}, [], {}
    for l in channels:
        count = degree - start(l) + 1
        data[l] = [f*root_weight for f in radial(start(l), count, X_NODE)]
        first[l] = len(labels)
        labels += [(l, k) for k in range(count)]
        gram = data[l][0] @ data[l][0].T
        assert np.max(abs(gram - np.eye(count))) < 1e-9
    size = len(labels)
    kinetic, potential = np.zeros((size, size)), np.zeros((size, size))
    derivative = {}
    for l in channels:
        value, slope, over_r = data[l]
        derivative[l] = {l+1: ladder_factor(l+1, m)*(slope - l*over_r),
                         l-1: ladder_factor(l, m)*(slope + (l+1)*over_r)}
    for i, l in enumerate(channels):
        a = slice(first[l], first[l] + len(data[l][0]))
        for j, n in enumerate(channels):
            b = slice(first[n], first[n] + len(data[n][0]))
            potential[a, b] = -2*coulomb[i, j]*(data[l][0] @ data[n][2].T)
            if l == n:
                kinetic[a, b] += (data[l][1] @ data[l][1].T
                                  + l*(l+1)*data[l][2] @ data[l][2].T)
            for target in derivative[l]:
                if target in derivative[n]:
                    kinetic[a, b] -= (1 - tau)*(derivative[l][target]
                                                @ derivative[n][target].T)
    return (kinetic + kinetic.T)/2, (potential + potential.T)/2, labels


def lowest(kinetic, potential, alpha):
    return np.linalg.eigvalsh(alpha**2*kinetic + alpha*potential)[0]


def choose_alpha(gamma, stretch, m, parity):
    t, v, _ = assemble(gamma, stretch, m, parity, 8 + parity, 8)
    return minimize_scalar(lambda a: lowest(t, v, a), bounds=(0.3, 4.0),
                           method='bounded').x


def energy(gamma, stretch, m, parity, lmax, degree, alpha, start=relaxed):
    t, v, _ = assemble(gamma, stretch, m, parity, lmax, degree, start)
    return lowest(t, v, alpha)


def gaussian_energy(gamma, kind):
    """Lowest level in Gaussians times 1, z or x, in unstretched coordinates."""
    a = np.repeat(0.012*2.4**np.arange(14), 4)
    b = a*np.tile([1.0, 2.0, 4.0, 8.0], 14)
    p, q = a[:, None] + a, b[:, None] + b
    aa, bb = np.outer(a, a), np.outer(b, b)
    overlap = pi**1.5/(p*np.sqrt(q))
    if kind == 'z':
        overlap = overlap/(2*q)
    if kind == 'x':
        overlap = overlap/(2*p)
    kinetic = overlap*((8 if kind == 'x' else 4)*aa/p
                       + gamma*(6 if kind == 'z' else 2)*bb/q)
    t = (C_NODE + 1)/2
    denominator = p[..., None]*(1 - t*t) + q[..., None]*t*t
    integrand = {'1': 2*pi/denominator,
                 'z': 2*pi*t*t/denominator**2,
                 'x': pi*(1 - t*t)/denominator**2}[kind]
    h = kinetic - 2*(integrand @ (C_WEIGHT/2))
    scale = 1/np.sqrt(np.diag(overlap))
    h, overlap = h*np.outer(scale, scale), overlap*np.outer(scale, scale)
    s_value, s_vector = eigh(overlap)
    keep = s_value > 1e-8
    transform = s_vector[:, keep]/np.sqrt(s_value[keep])
    return np.linalg.eigvalsh(transform.T @ h @ transform)[0]


def cartesian_error(gamma, stretch):
    """Nine-function H by 3D quadrature against the separated-block code."""
    x, w = np.polynomial.laguerre.laggauss(20)
    c, wc = np.polynomial.legendre.leggauss(40)
    phi = 2*pi*np.arange(12)/12
    r, cc, pp = np.meshgrid(x/2, c, phi, indexing='ij')
    weight = ((w*np.exp(x)*(x/2)**2/2)[:, None, None]
              * wc[None, :, None]*2*pi/12)
    sine = np.sqrt(1 - cc**2)
    point = [r*sine*np.cos(pp), r*sine*np.sin(pp), r*cc]
    shapes = [(0, 0, 'c', lambda x, y, z: 1.0),
              (1, 1, 'c', lambda x, y, z: x),
              (1, 1, 's', lambda x, y, z: y),
              (1, 0, 'c', lambda x, y, z: z),
              (2, 1, 'c', lambda x, y, z: x*z),
              (2, 1, 's', lambda x, y, z: y*z),
              (2, 2, 'c', lambda x, y, z: x*x - y*y),
              (2, 2, 's', lambda x, y, z: x*y),
              (2, 0, 'c', lambda x, y, z: 2*z*z - x*x - y*y)]

    def orbital(shape, q):
        return shape(*q)*np.exp(-np.sqrt(q[0]**2 + q[1]**2 + q[2]**2))

    values, gradients, step = [], [], 1e-4
    for _, _, _, shape in shapes:
        f = orbital(shape, point)
        norm = np.sqrt(np.sum(weight*f*f))
        values.append(f/norm)
        parts = []
        for axis in range(3):
            up, down = list(point), list(point)
            up[axis] = point[axis] + step
            down[axis] = point[axis] - step
            parts.append((orbital(shape, up) - orbital(shape, down))
                         / (2*step*norm))
        gradients.append(parts)
    distance = np.sqrt(point[0]**2 + point[1]**2 + (stretch*point[2])**2)
    direct, separated = np.zeros((9, 9)), np.zeros((9, 9))
    for i, (l, m, trig, _) in enumerate(shapes):
        t, v, labels = assemble(gamma, stretch, m, l % 2, 2, 2, hydrogenic)
        for j, (n, mm, other, _) in enumerate(shapes):
            gi, gj = gradients[i], gradients[j]
            density = (gi[0]*gj[0] + gi[1]*gj[1]
                       + gamma/stretch**2*gi[2]*gj[2]
                       - 2*values[i]*values[j]/distance)
            direct[i, j] = np.sum(weight*density)
            if m == mm and trig == other and l % 2 == n % 2:
                a, b = labels.index((l, 0)), labels.index((n, 0))
                separated[i, j] = t[a, b] + v[a, b]
    forbidden = np.max(abs(direct[separated == 0]))
    return np.max(abs(direct - separated)), forbidden


# Rounded silicon inputs.
m_t, m_l, epsilon = 0.19, 0.92, 12.0
gamma = m_t/m_l
ry = physical_constants['Rydberg constant times hc in eV'][0]*m_t/epsilon**2
bohr = physical_constants['Bohr radius'][0]*1e10*epsilon/m_t
main_stretch, other_stretch = gamma**(1/3), sqrt(gamma)
levels = [('1s', 0, 0, '1'), ('2p0', 0, 1, 'z'), ('2p+-', 1, 1, 'x')]

print(f"m_t = {m_t:.2f}, m_l = {m_l:.2f} electron masses; eps = {epsilon:.1f}")
print(f"gamma = {gamma:.6f}; main stretch = {main_stretch:.6f}")
print(f"effective Bohr radius = {bohr:.4f} angstrom")
print(f"effective Rydberg = {ry:.8f} eV")

matrix_error, forbidden = cartesian_error(gamma, main_stretch)
assert matrix_error < 2e-6   # central differences limit this comparison
print(f"3D matrix check: max error {matrix_error:.1e} Ry*")
print(f"largest element between blocks {forbidden:.1e} Ry*")

# A stretched basis must recover isotropic hydrogen.
for (name, m, parity, _), expected in zip(levels, (-1.0, -0.25, -0.25)):
    a = choose_alpha(1.0, 0.7, m, parity)
    found = energy(1.0, 0.7, m, parity, 20 + parity, 24, a)
    assert abs(found - expected) < 2e-6
    print(f"gamma=1 test {name}: E = {found:.8f} Ry*")

alphas = [choose_alpha(gamma, main_stretch, m, p) for _, m, p, _ in levels]
print("alpha (1/a*), 1s 2p0 2p+-: " + " ".join(f"{a:.5f}" for a in alphas))

# Raise the angular and radial cutoffs separately.
l_steps, degree_steps = [0, 2, 4, 6, 8, 12, 20], [2, 4, 6, 8, 12, 16, 24]
l_table = np.array([[energy(gamma, main_stretch, m, p, l + p, 24, a)
                     for (_, m, p, _), a in zip(levels, alphas)]
                    for l in l_steps])
d_table = np.array([[energy(gamma, main_stretch, m, p, 20 + p, d, a)
                     for (_, m, p, _), a in zip(levels, alphas)]
                    for d in degree_steps])
for title, steps, table in (("lmax even/odd, degree 24", l_steps, l_table),
                            ("degree, lmax 20/21", degree_steps, d_table)):
    assert np.all(np.diff(table, axis=0) < 1e-10)   # roundoff allowance
    assert np.max(abs(table[-1] - table[-2])) < 1e-5
    print(f"binding in eV by {title}: 1s 2p0 2p+-")
    for step, row in zip(steps, table):
        label = f"{step}/{step+1}" if table is l_table else str(step)
        print(f"{label:>6} " + " ".join(f"{-e*ry:.9f}" for e in row))

# Final levels, virial condition, second stretch and Gaussian reference.
for (name, m, parity, kind), a, final in zip(levels, alphas, l_table[-1]):
    t, v, labels = assemble(gamma, main_stretch, m, parity, 20 + parity, 24)
    vector = np.linalg.eigh(a*a*t + a*v)[1][:, 0]
    virial = a*a*(vector @ t @ vector)/(-final)
    assert abs(virial - 1) < 2e-5
    a2 = choose_alpha(gamma, other_stretch, m, parity)
    second = energy(gamma, other_stretch, m, parity, 20 + parity, 24, a2)
    assert abs(second - final) < 2e-5
    reference = gaussian_energy(gamma, kind)
    assert abs(reference - final) < 1e-4   # finite Gaussian basis
    print(f"{name}: binding {-final*ry:.8f} eV = {-final:.7f} Ry*")
    print(f"  block size {len(labels)}; <T>/|E| = {virial:.8f}")
    print(f"  sqrt(gamma) stretch {-second*ry:.8f} eV")
    print(f"  Gaussian reference {-reference*ry:.8f} eV")

# The l=0 problem has a closed Coulomb solution; compare three stretches.
single = []
for stretch in (1.0, other_stretch, main_stretch):
    root = sqrt(max(0.0, 1 - stretch**2))
    average = asin(root)/root if root > 0 else 1.0
    closed = -average**2/((2 + gamma/stretch**2)/3)
    found = energy(gamma, stretch, 0, 0, 0, 24, alphas[0])
    assert abs(found - closed) < 1e-8
    single.append(found)
    print(f"1s, l=0 only, stretch {stretch:.5f}: {-found*ry:.8f} eV")
assert single[0] > single[1] > single[2]

# Check the linear onset of the l=2 component near the nucleus.
a = choose_alpha(gamma, other_stretch, 0, 0)
t, v, labels = assemble(gamma, other_stretch, 0, 0, 20, 24)
vector = np.linalg.eigh(a*a*t + a*v)[1][:, 0]
radius = 0.05
x = np.array([2*a*radius])
part = {}
for l in (0, 2):
    coefficients = np.array([vector[i] for i, (n, _) in enumerate(labels)
                             if n == l])
    part[l] = coefficients @ radial(relaxed(l), len(coefficients), x)[0][:, 0]
predicted = angular_coulomb(0, [0, 2], other_stretch)[0, 1]/2
measured = part[2]/(radius*part[0])
# Finite radius adds r and r*log(r) corrections to the limiting ratio.
assert abs(measured/predicted - 1) < 0.25
print(f"l=2 onset: predicted {predicted:.5f}, at r'=0.05 a* {measured:.5f}")

# At equal highest power, admitting powers below l must lower the energy.
strict = energy(gamma, main_stretch, 0, 0, 10, 12, alphas[0], hydrogenic)
free = energy(gamma, main_stretch, 0, 0, 10, 12, alphas[0], relaxed)
assert strict - free > 1e-9
print(f"1s, lmax 10, degree 12, r^l start: {-strict*ry:.9f} eV")
print(f"1s, same cutoffs, relaxed start: {-free*ry:.9f} eV")
print("done: every assertion held")
```

Running it gives:

```
m_t = 0.19, m_l = 0.92 electron masses; eps = 12.0
gamma = 0.206522; main stretch = 0.591092
effective Bohr radius = 33.4217 angstrom
effective Rydberg = 0.01795196 eV
3D matrix check: max error 8.6e-09 Ry*
largest element between blocks 4.4e-14 Ry*
gamma=1 test 1s: E = -1.00000000 Ry*
gamma=1 test 2p0: E = -0.25000000 Ry*
gamma=1 test 2p+-: E = -0.25000000 Ry*
alpha (1/a*), 1s 2p0 2p+-: 2.29545 1.19855 0.80510
binding in eV by lmax even/odd, degree 24: 1s 2p0 2p+-
   0/1 0.028131356 0.010353036 0.005757713
   2/3 0.028180909 0.010373551 0.005766619
   4/5 0.028185011 0.010375803 0.005767215
   6/7 0.028185036 0.010375839 0.005767227
   8/9 0.028185038 0.010375840 0.005767227
 12/13 0.028185038 0.010375840 0.005767227
 20/21 0.028185038 0.010375840 0.005767227
binding in eV by degree, lmax 20/21: 1s 2p0 2p+-
     2 0.028002206 0.010264487 0.005710057
     4 0.028182685 0.010375278 0.005766989
     6 0.028185013 0.010375838 0.005767227
     8 0.028185037 0.010375840 0.005767227
    12 0.028185038 0.010375840 0.005767227
    16 0.028185038 0.010375840 0.005767227
    24 0.028185038 0.010375840 0.005767227
1s: binding 0.02818504 eV = 1.5700260 Ry*
  block size 265; <T>/|E| = 1.00000000
  sqrt(gamma) stretch 0.02818504 eV
  Gaussian reference 0.02818495 eV
2p0: binding 0.01037584 eV = 0.5779783 Ry*
  block size 264; <T>/|E| = 1.00000000
  sqrt(gamma) stretch 0.01037584 eV
  Gaussian reference 0.01037580 eV
2p+-: binding 0.00576723 eV = 0.3212590 Ry*
  block size 264; <T>/|E| = 1.00000000
  sqrt(gamma) stretch 0.00576723 eV
  Gaussian reference 0.00576719 eV
1s, l=0 only, stretch 1.00000: 0.02440759 eV
1s, l=0 only, stretch 0.45445: 0.02732801 eV
1s, l=0 only, stretch 0.59109: 0.02813136 eV
l=2 onset: predicted 0.13389, at r'=0.05 a* 0.12576
1s, lmax 10, degree 12, r^l start: 0.028184526 eV
1s, same cutoffs, relaxed start: 0.028185038 eV
done: every assertion held
```
